# Fowler-Nordheim Limit on the Oxide Field During Plasma Charging

## Problem

During plasma etching, a conducting line joined to a transistor gate can act as an antenna. Suppose that it collects a net positive current from the plasma, and that the gate oxide is the only path by which this current can leave. Let $E>0$ be the magnitude of the oxide field and $J$ the current density through the oxide. Take the Fowler-Nordheim law

$$J(E)=A E^2 e^{-B/E},\qquad B=240\ \text{MV/cm},$$

with $A$ and $B$ independent of field. The oxide has no trapped charge and does not break down. The field is initially $E_1=10$ MV/cm.

(a) Write the charge balance of the gate. Show that a constant collected current leads to one stable steady field, and find the relaxation time.

(b) Derive $A$ and $B$ for a triangular barrier at zero temperature.

(c) The collected current is made ten times larger. Show, without knowing $A$, that the field rises by only about 1 MV/cm. Give a lower and an upper bound, then the solution in closed form.

(d) Apply the result to a 10 nm silicon dioxide gate insulator with a barrier of 3.1 eV. The antenna ratio (collecting area divided by gate area) rises from 100 to 1000, with the collected current per antenna area held fixed. Find the currents, voltages and charging times.

(e) Estimate how far the main neglected effects change the answer.

## Solution

### (a) Charge balance

Let $j_a$ be the net current density collected by the antenna and $R$ the antenna ratio. Per unit gate area the collected current is $J_c=Rj_a$. The gate is positive, so electrons tunnel from the silicon to the gate, which is a conventional current $J$ out of the gate. The silicon is assumed to supply these electrons freely, as an n-type surface can. At a p-type surface they must come from a neighbouring n-type region, from light or from thermal generation, and a shortage would limit the current. The gate charge per unit area is $\varepsilon E$, where $\varepsilon$ is the static permittivity of the oxide. Hence

$$\varepsilon\frac{dE}{dt}=J_c-J(E).$$

The capacitance of the antenna to the substrate is left out. A constant extra capacitance would multiply the left side by a constant, which slows the charging but leaves the steady state unchanged.

Differentiating the current law gives

$$\frac{dJ}{dE}=J\left(\frac{2}{E}+\frac{B}{E^2}\right)>0 .$$

Since $J$ increases continuously from zero without limit, $J(E)=J_c$ has one solution $E_s$ for each $J_c>0$. Put $E=E_s+\eta$ with small $\eta$. The constant terms cancel, leaving $\varepsilon\,d\eta/dt=-(dJ/dE)\,\eta$. The deviation therefore decays exponentially with the time constant

$$\tau=\frac{\varepsilon}{dJ/dE}=\frac{\varepsilon E_s}{(2+B/E_s)\,J(E_s)} .$$

If the field is too high, more charge leaves than arrives and the field falls. If it is too low, the reverse happens.

### (b) Origin of the current law

Let $\phi$ be the barrier height as an energy above the Fermi level of the silicon, $m^*$ the tunnelling mass in the oxide, and $W$ the energy of the electron's motion normal to the interface, measured from the Fermi level. At depth $x$ the barrier exceeds $W$ by $\phi-W-eEx$, up to the exit point $L=(\phi-W)/(eE)$. The semiclassical (WKB) transmission is $e^{-G}$, apart from a prefactor of order one that is set to 1 here, with

$$G(W)=\frac{2}{\hbar}\int_0^L\sqrt{2m^*(\phi-W-eEx)}\,dx .$$

Substitute $y=\phi-W-eEx$, so that $dx=-dy/(eE)$. The integral of $\sqrt y$ from 0 to $\phi-W$ is $\tfrac23(\phi-W)^{3/2}$, and

$$G(W)=\frac{4\sqrt{2m^*}\,(\phi-W)^{3/2}}{3\hbar eE}.$$

At the Fermi level $G(0)=B/E$, which identifies

$$B=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar e}.$$

For the prefactor, treat the emitter as a free-electron gas of mass $m_0$ and let the transmission depend on $W$ alone. With two spin states,

$$J=\frac{2e}{(2\pi)^3}\int d^2k_\parallel\int dk_z\,v_z\,e^{-G}.$$

Here $v_z\,dk_z=dW/\hbar$. At zero temperature a state is filled if $W+\hbar^2k_\parallel^2/(2m_0)<0$. For given $W<0$, the filled transverse states form a disc of area $2\pi m_0(-W)/\hbar^2$. Thus

$$J=\frac{em_0}{2\pi^2\hbar^3}\int_{-\infty}^0(-W)\,e^{-G(W)}\,dW .$$

The lower limit assumes an electron sea much deeper than the energies that contribute. Put $W=-s$ and expand to first order: $G\simeq B/E+cs$, where

$$c=\frac{3}{2}\frac{B}{E\phi}=\frac{2\sqrt{2m^*\phi}}{\hbar eE}.$$

Since $\int_0^\infty s\,e^{-cs}ds=1/c^2=\hbar^2e^2E^2/(8m^*\phi)$, the result is

$$J=AE^2e^{-B/E},\qquad A=\frac{e^3m_0}{16\pi^2\hbar m^*\phi}.$$

The next term of $G$ is $\tfrac38(B/E)s^2/\phi^2$. Its average with weight $s\,e^{-cs}$ uses $\langle s^2\rangle=6/c^2=\tfrac83\phi^2(E/B)^2$ and equals $E/B$. To this order the current is multiplied by $1-E/B$. The law thus requires $B/E\gg1$; at 10 MV/cm this ratio is 24.

### (c) The field after a tenfold increase

Taking the logarithm of the law and differentiating,

$$\frac{d\ln J}{d\ln E}=2+\frac{B}{E}.$$

At 10 MV/cm this slope is $2+24=26$: locally, the current varies as the 26th power of the field. The full energy integral of part (b) gives 25.96. A linear estimate of the rise is

$$\Delta E\simeq E_1\frac{\ln10}{26}=10\times\frac{2.3026}{26}=0.886\ \text{MV/cm}.$$

A tenfold current is not an infinitesimal change, so this estimate needs control. Define $r=J_2/J_1$, $x=E_2/E_1$ and $g=B/E_1=24$. Dividing the two steady-state conditions removes $A$:

$$r=x^2e^{g(1-1/x)},\qquad \ln r=2\ln x+g\left(1-\frac1x\right).$$

**Lower bound.** For $r>1$ we have $x>1$. Write the right side as the integral of the slope over $y=\ln(E/E_1)$:

$$\ln r=\int_0^{\ln x}(2+ge^{-y})\,dy<(2+g)\ln x,$$

because $e^{-y}<1$ for $y>0$. Therefore $x>\exp[\ln r/(2+g)]$.

**Upper bound.** Since $2\ln x>0$, dropping it gives $\ln r>g(1-1/x)$, or $1/x>1-\ln r/g$. If $\ln r<g$, the right side is positive and can be inverted:

$$x<\frac{1}{1-\ln r/g}.$$

For $r=10$ and $g=24$, the two bounds give

$$0.926\ \text{MV/cm}<E_2-E_1<1.061\ \text{MV/cm}.$$

This establishes the claim. A direct trial confirms it: raising the field from 10 to 11 MV/cm multiplies the current by $1.1^2e^{24/11}=10.72$, slightly more than required. As $J$ increases with $E$, the new field lies below 11 MV/cm.

**Closed form.** Let $u=B/(2E)$, so $E=B/(2u)$ and

$$J=\frac{AB^2}{4u^2}e^{-2u}.$$

Multiplying by $u^2e^{2u}/J$ and taking the positive square root gives

$$ue^u=\frac B2\sqrt{\frac AJ}.$$

At the initial field $u_1=g/2$. A current larger by $r$ divides the right side by $\sqrt r$. The principal Lambert function $W_0$ is defined for positive argument by $W_0(z)e^{W_0(z)}=z$, so

$$E_2=\frac{B}{2W_0\!\left[(g/2)\,e^{g/2}/\sqrt r\right]}.$$

For the given numbers,

$$E_2=10.968\ \text{MV/cm},\qquad E_2-E_1=0.968\ \text{MV/cm}=9.68\times10^7\ \text{V/m}.$$

Substitution in the logarithmic condition gives $2\ln1.0968+24(1-1/1.0968)=0.185+2.118=2.303$, which is $\ln10$ to the digits shown.

The linear estimate is low for two reasons of similar size. Let $y_1=\ln r/(2+g)=0.0886$. Expanding the condition to second order in $y=\ln x$ gives $(2+g)y-gy^2/2=\ln r$, hence $y\simeq y_1+gy_1^2/[2(2+g)]$. The second term expresses the falling slope. Converting back, $x-1\simeq y+y^2/2$, adds another second-order term:

$$x-1\simeq y_1+y_1^2\left[\frac{g}{2(2+g)}+\frac12\right]\simeq0.0886+0.0075=0.096.$$

This gives a rise of 0.96 MV/cm, close to the full solution.

**Other current ratios.** From the same 10 MV/cm, a tenfold decrease gives 9.18 MV/cm. Increases by 100 and 1000 give 12.13 and 13.56 MV/cm in the formula. The steps are unequal because $dE/d\ln J=E^2/(B+2E)$ grows with field. For $E\ll B$ and small $\ln r$, the rise tends to $E_1^2\ln r/B$. The rule of about 1 MV/cm per decade therefore belongs to fields near 10 MV/cm. By contrast, an ohmic insulator with $J\propto E$ would need a tenfold field to carry a tenfold current.

### (d) A silicon dioxide gate insulator

Inverting the expression for $B$ gives

$$m^*=\frac{(3\hbar eB/4)^2}{2\phi^3}=0.414\,m_0$$

for $\phi=3.1$ eV. The prefactor is then $A=1.20\times10^{-6}$ A/V². With $E_1=10^9$ V/m,

$$J_1=(1.20\times10^{-6})(10^9)^2e^{-24}\ \text{A/m}^2=4.53\ \text{mA/cm}^2 .$$

The required antenna current density is $J_1/100=45.3\ \mu\text{A/cm}^2$. At antenna ratio 1000, the same density supplies $J_2=45.3$ mA/cm² to the gate.

Because 10 MV/cm is 1 V/nm, the voltage across the 10 nm oxide rises from 10.00 to 10.97 V. An electron at the Fermi level leaves the barrier after $\phi/(eE_1)=3.10$ nm. This is less than the oxide thickness, so the barrier is indeed triangular. If the oxide voltage were below $\phi/e$, the electron would cross the whole oxide under a trapezoidal barrier, and the law used here would not apply.

With relative permittivity 3.9, the current $J_1$ would build up the field $E_1$, without leakage, in $\varepsilon E_1/J_1=0.762$ ms. Dividing by the slope 26 gives the relaxation time $29.3\ \mu$s. At the higher current it is $3.5\ \mu$s. These times omit the antenna capacitance, which is not constant here because it grows with $R$. For an antenna lying on 500 nm of the same oxide, the capacitance per gate area is multiplied by $1+R\,(10/500)$, that is by 3 and by 21, and the relaxation times become about 88 and 74 $\mu$s. In this model a process step of 10 s is spent almost wholly in steady state.

The nearly fixed field does not mean nearly fixed stress. In 10 s the charge passed is

$$J_1t=0.0453\ \text{C/cm}^2,\qquad J_2t=0.453\ \text{C/cm}^2 .$$

Against a rough charge to breakdown of 10 C/cm², held equal in both cases, the time to breakdown falls from about 2200 s to 220 s. In real oxides this charge depends on the stress conditions and on the oxide, so these times indicate scale only.

### (e) What the model leaves out

**Electron supply and barrier shape.** The table gives the rise when the tunnelling current is integrated numerically over energy, with $m^*$ and $E_1$ unchanged. In each row the current at $E_1$ is that row's own value, and it is then raised tenfold. The last three rows each add one change to the first.

| Treatment | $J(E_1)$ relative to the law | Rise (MV/cm) |
|---|---:|---:|
| Energy integral, 0 K | 0.96 | 0.969 |
| Wafer at 350 K | 1.20 | 0.987 |
| Image force | 11.5 | 0.984 |
| Electron sea 0.2 eV deep, 0 K | 0.67 | 1.004 |

Temperature fills states above the Fermi level, whose transmission is larger by about $e^{cW}$. As $c\propto1/E$, this advantage weakens at higher field, so a slightly larger field step is needed.

A sea of depth $d$ lacks the electrons below $-d$, which carry a fraction $(1+cd)e^{-cd}$ of the current in the linear expansion. This is about one third at $E_1$. With $d$ held fixed, as in the table, it grows as $c$ falls, which again enlarges the step. In silicon a higher gate field also deepens the sea. If $d$ grew in proportion to $E$ while $\phi$ stayed fixed, the product $cd$ would stay constant and this enlargement would vanish. In silicon, however, the fixed quantity is the band offset $\phi+d$, so a deeper sea also lowers the barrier seen from the Fermi level. With $\phi+d=3.3$ eV and $d=0.2$ eV at $E_1$, the rise falls to 0.88 MV/cm for $d\propto E$ and to 0.90 MV/cm for $d\propto E^{4/5}$, the law of a degenerate Thomas-Fermi surface layer. This shift is larger than any in the table and has the opposite sign. The quantized levels of a real silicon surface layer are not treated. The table also keeps the WKB prefactor equal to 1. The exact transmission through the triangular barrier changes the first row, whose sea is 1.5 eV deep, to 1.37 and 0.972, and the last row to 0.28 and 1.012.

The image force subtracts $q/x$ from the barrier, with $q=e^2/(16\pi\varepsilon_{\rm opt})$ and a rough relative optical permittivity of 2.1. This $q$ is that of a metal emitter. Silicon screens less completely, so the factor 11.5 in the table overstates the effect on the current. To first order in $q$, away from the interface, the exponent at the Fermi level changes by

$$\delta G\simeq-\frac{q\sqrt{2m^*}}{\hbar}\int\frac{dx}{x\sqrt{\phi-eEx}}
=-\frac{q}{\hbar}\sqrt{\frac{2m^*}{\phi}}\int_{t_0}^1\frac{dt}{t\sqrt{1-t}},$$

where $x=t\phi/(eE)$. The cutoff $t_0\sim qeE/\phi^2$ marks where the image term becomes comparable with $\phi$. The field enters through a logarithm of this cutoff. The current is thus multiplied by a large but slowly varying factor, which nearly cancels in the ratio. While the transmission depends on $W$ alone, the emitter mass enters only through the prefactor and cancels too. If the momentum parallel to the interface is conserved, the current from a deep sea is about 0.40 of the law whatever the emitter mass, and the rise is still 0.969 MV/cm. For the 0.2 eV sea the rise then ranges from 0.99 to 1.02 MV/cm as the transverse mass goes from $m_0$ to $0.19\,m_0$. The rise is therefore robust, but $A$ and the absolute currents, doses and times of part (d) are uncertain by a factor of a few.

**Falling collection.** A tenfold antenna area delivers a tenfold current only if $j_a$ stays fixed. Suppose instead that the ion current is constant and the electron current grows exponentially with gate potential $V$:

$$j_a\propto1-\exp\!\left[\frac{e(V-V_f)}{k_BT_e}\right].$$

Here $V_f$ is the local floating potential relative to the substrate, and $V$ is taken equal to the oxide voltage. With $V_f=15$ V and $k_BT_e=3$ eV held fixed, a tenfold area gives a 9.16-fold current and a rise of 0.927 MV/cm. As the area grows without limit, $V$ approaches $V_f$, and the plasma rather than tunnelling limits the field. A $V_f$ below 10 V could not sustain the initial 10 MV/cm in this oxide.

**Comparison with real gate oxides.** The barrier, tunnelling mass and thickness are rough typical values for thermally grown silicon dioxide. The choice $V_f=15$ V represents strong charging, as from a nonuniform plasma or a pattern that shades electrons. The ion current density implied by the example, 56 $\mu$A/cm², is low for an etch plasma. With 1 mA/cm² the same collection model gives 11.2 and 12.3 MV/cm at antenna ratios 100 and 1000. Fields of 10 to 11 MV/cm are already close to breakdown for many such oxides, so the values above 12 MV/cm are extrapolations of the formula.

Real oxides also break the assumption of no trapped charge. A sheet of $N=10^{12}$ electrons/cm² at mid-oxide raises the field on the gate side by $eN/\varepsilon$ when the field at the injecting silicon surface is fixed. The sheet lies 5 nm from the silicon, beyond the tunnelling distance of about 3 nm, so it leaves the barrier unchanged and a given current still fixes the field at the silicon surface. The extra field covers half the thickness, so the mean field rises by

$$\frac{eN}{2\varepsilon}=0.23\ \text{MV/cm}.$$

If the same charge is present at both currents, the shift cancels in the difference. If it appears only at the higher current, the mean field rises by about 1.2 instead of 0.97 MV/cm. The numerical output gives the remaining inputs and intermediate values.

## Table of computed values

```
B = 240 MV/cm, E1 = 10 MV/cm, B/E1 = 24.0
current ratio r = 10, ln r = 2.3026
log slope 2+B/E1 = 26.0; numeric 25.96
first-order rise = 0.886 MV/cm
lower bound of rise = 0.926 MV/cm
upper bound of rise = 1.061 MV/cm
E2 = 10.968 MV/cm, rise = 0.968 MV/cm
E2 = 1.0968e+09 V/m, rise = 9.678e+07 V/m
E2/E1 = 1.0968
J(11 MV/cm)/J(10 MV/cm) = 10.72
field at r = 0.1: 9.184 MV/cm
field at r = 100: 12.133 MV/cm
field at r = 1000: 13.558 MV/cm
barrier = 3.1 eV, oxide thickness = 10 nm
tunnelling mass = 0.4144 electron masses
A = 1.200e-06 A/V^2
J1 = 4.530 mA/cm2, J2 = 45.30 mA/cm2
antenna ratio: 100 to 1000
collected per antenna area = 45.3 uA/cm2
oxide voltage: 10.00 to 10.97 V
tunnel distance at E1 = 3.10 nm
static permittivity (relative) = 3.9
fill time eps*E1/J1 = 0.762 ms
relaxation time at E1 = 29.3 us
relaxation time at E2 = 3.50 us
Neglected effects: rise for r = 10; J(E1) relative to FN law
  energy integral, 0 K: 0.969 MV/cm; 0.962
  wafer temperature: 0.987 MV/cm; 1.195
  image force: 0.984 MV/cm; 11.492
  shallow electron sea: 1.004 MV/cm; 0.666
wafer 350 K, electron sea depth 0.2 eV
optical permittivity (relative) = 2.1
floating potential 15 V, electron temp 3 eV
tenfold antenna area: current gain = 9.16
tenfold antenna area: rise = 0.927 MV/cm
trapped electrons at mid-oxide = 1e+12 per cm2
their shift of the mean field = 0.232 MV/cm
process time = 10 s
dose: 0.0453 to 0.453 C/cm2
rough charge to breakdown = 10 C/cm2
time to that charge: 2207 s to 221 s
```
